# Why water lets stressed silica dielectrics crack slowly: energy and humidity

**Q:** I load a silica-based film below the energy release rate that breaks it at once. In dry gas the crack seems to stand still; in room air it creeps. What does the water change?

**A:** It changes the work needed to part the faces. Let $G$ be the mechanical energy released per unit area of new crack, counted once and not per face. Let $N$ siloxane bonds, Si–O–Si, cross each unit area. Breaking one bond then releases mechanical energy $G/N$.

Without water, separating the faces costs free energy $w_{\rm dry}$ per bond and leaves broken, reactive ends. The net change is

$$\Delta_{\rm dry}=w_{\rm dry}-\frac{G}{N}.$$

With water, the bond can instead hydrolyse:

$$\text{Si–O–Si}+\text{H}_2\text{O}\rightarrow 2\,\text{Si–OH}.$$

Both ends are now capped, so the cost is much smaller. Call it $w_0$ when the molecule comes from liquid water. If it comes from vapour at relative humidity $H$ (a fraction), its chemical potential is that of the liquid plus $kT\ln H$, taking the vapour as ideal. The molecule is consumed, so this term is subtracted:

$$\Delta_{\rm wet}=w_0-kT\ln H-\frac{G}{N}.$$

Growth is downhill when $\Delta<0$. Setting each expression to zero gives two thresholds:

$$G_{\rm dry}=Nw_{\rm dry},\qquad G_{\rm th}(H)=N\,(w_0-kT\ln H).$$

Between them lies a window in which dry rupture is uphill and hydrolysis is downhill. Subcritical growth takes place there.

**Q:** How wide is the window for a low-k film?

**A:** Take round values in the regime of an organosilicate film at 298 K: $N=5$ bonds per nm², $w_{\rm dry}=4.5$ eV and $w_0=0.30$ eV. At this density, 1 J/m² supplies 1.248 eV per bond. Hence

$$G_{\rm dry}=\frac{4.5}{1.248}\approx3.6\ \text{J/m}^2,\qquad G_{\rm th}(1)=\frac{0.30}{1.248}\approx0.24\ \text{J/m}^2.$$

At 50 % humidity, $-NkT\ln H$ adds $0.0206\times0.693\approx0.014$ J/m², giving 0.255 J/m². At 1 % the threshold is 0.335 J/m². Drying the gas a hundredfold thus raises the threshold by only about 0.1 J/m², because humidity enters it through a logarithm. This takes $w_0$ as independent of humidity. On faces that attract water, molecules adsorbed on the new silanols lower the surface free energy further as $H$ rises; for about one molecule per silanol this can add of order 0.1 J/m² to the shift, as much as the logarithm itself.

**Q:** Then why does drying the gas slow my crack so strongly? And why does a little more load speed it up so much?

**A:** Those are questions of rate, and a threshold fixes only the direction. Start with the load. Let $q$ be the path from a water-occupied strained bond to a broken one, and let $s(q)$ be the fraction of $G/N$ released so far. I assume that $s$ does not itself depend on the load. The free energy along the path is then

$$F(q;G)=F_0(q)-\frac{G}{N}s(q).$$

The barrier is $B=F(q_s;G)-F(q_w;G)$, with $q_s$ the saddle and $q_w$ the well. Both points move when $G$ changes, so

$$\frac{dB}{dG}=\frac{\partial F}{\partial G}\bigg|_{q_s}-\frac{\partial F}{\partial G}\bigg|_{q_w}+\frac{\partial F}{\partial q}\bigg|_{q_s}\frac{dq_s}{dG}-\frac{\partial F}{\partial q}\bigg|_{q_w}\frac{dq_w}{dG}.$$

The last two terms vanish because $F$ is stationary at a saddle and in a well. The first two give

$$\frac{dB}{dG}=-\frac{s(q_s)-s(q_w)}{N}\equiv-\frac{\alpha}{N}.$$

Load lowers the barrier because part of the mechanical energy has already been released when the bond reaches its saddle. Over a limited range of $G$ I treat $\alpha$ as constant, so that $B=B_0-\alpha G/N$. This is a local approximation: in a linear-elastic solid the force on the tip bond at a given opening grows as $\sqrt G$, not as $G$, and the slope $\alpha$ then falls as $G$ rises. Here $B_0$ is a straight-line extrapolation, not a measured barrier of an unloaded bond. With the prefactor of transition-state theory ($h_P$ is Planck's constant), the breaking rate is

$$k_r=\frac{kT}{h_P}\exp\left[-\frac{B_0-\alpha G/N}{kT}\right].$$

**Q:** And the humidity?

**A:** The bond must first receive a molecule. I use two states of the bond at the crack tip: empty, and occupied by one water molecule. An empty bond takes up water at rate $k_aH$; an occupied one loses it at rate $k_d$. An occupied bond breaks at rate $k_r$, which moves the crack forward by one bond and presents a new, empty one. The reverse step, at rate $k_b$, joins the last broken pair again and leaves that bond occupied.

The front is treated as a single row of bonds, so each step advances the crack by $a=N^{-1/2}=0.447$ nm.

Let $P_e$ and $P_o$ be the probabilities of the two states, whatever the crack position. The empty state is left by uptake or by re-forming the previous bond, and entered by loss or by breaking. In steady state

$$(k_aH+k_b)P_e=(k_d+k_r)P_o,\qquad P_e+P_o=1.$$

With $S=k_aH+k_d+k_r+k_b$, the solution is

$$P_e=\frac{k_d+k_r}{S},\qquad P_o=\frac{k_aH+k_b}{S}.$$

The speed is $a$ times forward steps minus backward steps:

$$v=a(k_rP_o-k_bP_e)=\frac{a}{S}\left[k_r(k_aH+k_b)-k_b(k_d+k_r)\right].$$

The products $k_rk_b$ cancel, leaving

$$v=a\,\frac{k_aHk_r-k_dk_b}{k_aH+k_d+k_r+k_b}.$$

**Q:** Does a real sequence of such steps settle to that speed?

**A:** For this model it does. The probabilities on an explicit chain of 160 bonds were followed in time for three sets of rates: the example below at $G=1.5$ and 2.4 J/m², both at 50 % humidity, and a closing crack with $k_aH,k_d,k_r,k_b=1,2,0.5,1.5$ in arbitrary units. The largest relative difference from the formula was about $2\times10^{-9}$.

**Q:** You now have four rates. Can they be chosen freely?

**A:** No. They must agree with the energy balance. Let $g_a$ be the free energy of placing a molecule from liquid water on the strained bond. I take it as independent of $G$; if placement itself released some mechanical energy, that fraction would add to $\alpha$ in the load dependence of slow growth, as long as the bond stayed mostly empty. Uptake and loss must balance at the equilibrium occupation ratio, so

$$\frac{k_a}{k_d}=e^{-g_a/kT}.$$

From the occupied state to the broken one, the remaining change is $w_0-g_a-G/N$. Forward and backward rates over the same saddle therefore obey

$$\frac{k_b}{k_r}=\exp\left[\frac{w_0-g_a-G/N}{kT}\right].$$

Now compare the two products in the numerator of $v$:

$$\frac{k_dk_b}{k_aHk_r}=\frac1H\,e^{g_a/kT}e^{(w_0-g_a-G/N)/kT}=e^{(w_0-kT\ln H-G/N)/kT}=e^{-(G-G_{\rm th})/(NkT)}.$$

The placement energy cancels, and the speed changes sign at the threshold found from energies alone. For $w_0>0$ and $H\le1$, $G_{\rm th}$ is positive, so an unloaded crack does not grow in this model however humid the gas.

This relies on the faces being able to join again. If they shift or become contaminated after separation, $w_0$ no longer describes the whole process, and the arrest point may move. If they cannot rejoin at all, $k_b=0$ and the model has no arrest point.

**Q:** What does the formula say in ordinary slow growth?

**A:** There, water comes and goes many times before the bond breaks: $k_d$ is much larger than $k_aH$, $k_r$ and $k_b$. The denominator becomes $k_d$. Taking $k_aHk_r$ out of the numerator gives

$$v\simeq a\,\frac{k_a}{k_d}\,H\,k_r\left[1-e^{-(G-G_{\rm th})/(NkT)}\right].$$

Well above threshold the bracket is close to one, and

$$v\propto H\,\exp\left(\frac{\alpha G}{NkT}\right).$$

The factor $H$ comes from the chance that a molecule is in place, which is $(k_a/k_d)H$. The exponential is the lowering of the barrier by load. This answers both of your questions: humidity acts on the speed as a factor, load as an exponent.

**Q:** Put numbers on one point.

**A:** Add the round values $\alpha=0.2$, $B_0=0.90$ eV and $g_a=0.10$ eV. At $G=1.5$ J/m² and 50 % humidity, the energy per bond is $1.5\times1.248=1.87$ eV. A fifth of it, 0.37 eV, comes off the barrier, leaving 0.53 eV. The rates are $k_aH=5.70\times10^5$, $k_d=5.59\times10^7$ and $k_r=8.13\times10^3$ per second; $k_b$ is negligible. Then

$$v=0.447\times10^{-9}\ \text{m}\times\frac{(5.70\times10^5)(8.13\times10^3)}{5.65\times10^7}\ \text{s}^{-1}\approx3.7\times10^{-8}\ \text{m/s}.$$

That is about 82 bonds per second. At the same humidity, the speed is $2.9\times10^{-10}$ m/s at 1 J/m² and $4.65\times10^{-6}$ m/s at 2 J/m². The exponential predicts a ratio of $e^{0.2/0.02058}\approx1.66\times10^4$; the full formula gives $1.63\times10^4$. The small shortfall arises because, at 2 J/m², $k_r$ has reached about 2 % of $k_d$ and begins to count in the denominator.

A tenfold change of speed needs

$$\Delta G=\frac{NkT\ln10}{\alpha}=\frac{0.02058\times2.303}{0.2}\approx0.24\ \text{J/m}^2.$$

The humidity exponent, $d\ln v/d\ln H$ at fixed $G=1.5$ J/m², is 0.990 instead of one. Far above threshold, differentiating the full formula gives $1-k_aH/S$, and $k_aH/S\approx0.01$ here. The tip bond is occupied about 1 % of the time, so occupation is only slightly short of proportional to humidity.

**Q:** Could the load act just through the energy balance, without lowering the barrier?

**A:** Then the speed would rise steeply only within about 0.1 J/m² of the threshold and be nearly flat above that. Set $\alpha=0$ and keep everything else fixed. The threshold stays at 0.255 J/m² for 50 % humidity, because it contains no $\alpha$. But the speed ratio between 2 and 1 J/m² falls from $1.63\times10^4$ to 1.0000. In this model, the energy balance decides whether the crack advances, and the early release of mechanical energy makes its speed depend steeply on $G$.

**Q:** At high load my curves flatten. Has the chemistry stopped responding to stress?

**A:** The reaction still responds, but it has ceased to be the slow step. When $k_r$ is much larger than the other three rates and $k_dk_b$ is negligible, the formula reduces to

$$v\simeq a\,\frac{k_aHk_r}{k_r}=a\,k_aH.$$

Each arriving molecule breaks a bond before it can leave. The speed is still proportional to humidity but no longer depends on $G$.

The supply follows from kinetic theory. For vapour of pressure $p$ and molecular mass $m$, the number density is $p/kT$, and the flux onto a wall is

$$J=\frac{p}{kT}\int_0^\infty u\sqrt{\frac{m}{2\pi kT}}\,e^{-mu^2/2kT}\,du.$$

The integral of $u\,e^{-mu^2/2kT}$ is $kT/m$, so

$$J=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}}.$$

One bond presents area $1/N$. A fraction $\chi$ describes passage along the narrow crack, so $k_aH=\chi J/N$, with $p=Hp_{\rm sat}$. I take $\chi=0.05$ as a rough value and $p_{\rm sat}=23.8$ Torr. At 50 % humidity the plateau is then $2.6\times10^{-4}$ m/s.

The same $\chi$ must multiply $k_d$, or the crack channel would alter the equilibrium occupation. It therefore cancels from $k_a/k_d$ and from the slow-growth law, but sets the plateau. If the channel opens with load, $\chi$ rises and the plateau tilts; I have held it fixed.

**Q:** Where is the bend, and does it shift with humidity?

**A:** Neglect $k_b$ and the small $k_aH$ in the denominator:

$$v\simeq a\,k_aH\,\frac{k_r}{k_d+k_r}.$$

The speed is half the plateau when $k_r=k_d$. Neither rate contains $H$, so the bend stays at the same $G$, here about 2.4 J/m², while the part of the curve well above threshold moves up or down. At 2.5 J/m² the speeds at 1, 10 and 50 % humidity are $3.6\times10^{-6}$, $3.6\times10^{-5}$ and $1.8\times10^{-4}$ m/s.

**Q:** I usually fit a hyperbolic sine of $G-G_{\rm th}$ with a constant prefactor. Is that the same law?

**A:** It is a special case, and its prefactor contains humidity. Put $x=(G-G_{\rm th})/(NkT)$ in the slow-growth law. Since $G=G_{\rm th}+xNkT$,

$$e^{\alpha G/(NkT)}=e^{\alpha G_{\rm th}/(NkT)}e^{\alpha x}=e^{\alpha w_0/kT}H^{-\alpha}e^{\alpha x}.$$

Multiplying by the explicit factor $H$ gives

$$v\propto H^{1-\alpha}\,e^{\alpha x}(1-e^{-x}).$$

For $\alpha=1/2$, the last two factors equal $e^{x/2}-e^{-x/2}=2\sinh(x/2)$, and the prefactor varies as $\sqrt H$. For other values of $\alpha$ the curve is not a hyperbolic sine.

With the excess $G-G_{\rm th}$ held at 0.3 J/m², comparing 10 % with 50 % humidity gives exponents of 0.795 for $\alpha=0.2$ and 0.495 for $\alpha=0.5$. The missing 0.005 is again the occupation of the tip bond. In slow growth, a humidity exponent should therefore be quoted together with what was held fixed, $G$ or the excess.

**Q:** My crack becomes too slow to follow at some $G$. May I call that the threshold?

**A:** Only if the speed really goes to zero there. Suppose you can resolve $10^{-11}$ m/s. At 50 % humidity, the example reaches that speed at 0.66 J/m², whereas the speed vanishes at 0.255 J/m². Between these values the crack grows unseen. At 0.5 J/m² it moves at $2.2\times10^{-12}$ m/s and crosses 100 µm in

$$\frac{10^{-4}\ \text{m}}{2.2\times10^{-12}\ \text{m/s}}\approx4.5\times10^7\ \text{s},$$

or about 13,000 hours. At 1.0 J/m² the same distance takes 97 hours, and at 1.5 J/m² about 45 minutes.

**Q:** What load would allow ten years for those 100 µm?

**A:** The required speed is $3.2\times10^{-13}$ m/s. At steady $G$, 298 K and 50 % humidity, the model gives about 0.31 J/m². That is close to threshold, yet the backward step takes only about 7.5 % off the speed: the excess is 0.0534 J/m², so the bracket is $1-e^{-0.0534/0.02058}\approx0.925$.

I would not use this value as a design limit. It extends the straight-line barrier far below the load of the worked example, where the line is least reliable. An error of 0.05 eV in the barrier changes the speed by a factor of 7. The threshold itself moves by 0.08 J/m² for each 0.1 eV in $w_0$.

**Q:** You drew the barrier as a straight line in $G$. How much does that hide?

**A:** Try a smooth cubic profile with the chosen $\alpha$ at $G_r=1.5$ J/m², where the barrier is $b=0.53$ eV. Let $u$ run from 0 in the well to 1 at the saddle, and let $t=\alpha(G-G_r)/N$ be the added tilt:

$$F(u)=b(3u^2-2u^3)-tu.$$

The stationary points satisfy $6b(u-u^2)=t$. Their separation is $D=\sqrt{1-2t/(3b)}$. Since $F'=-6b(u-u_1)(u-u_2)$, integration from $u_1$ to $u_2$ gives the barrier $bD^3$:

$$B=b\left(1-\frac{2t}{3b}\right)^{3/2}=b-t+\frac{t^2}{6b}+\dots$$

The linear term reproduces the slope $-\alpha/N$. The quadratic term is positive, so the barrier lies above the straight line on both sides of the reference load. With the occupation of the tip bond held fixed, this multiplies the speed by 0.83 at 1 J/m², 0.82 at 2 J/m² and 0.36 at 0.31 J/m².

The tilt also deepens the well. The cubic is symmetric about its midpoint, where $F=(b-t)/2$, so the well lies at $F(u_1)=-(B-b+t)/2$. It drops by half the amount the barrier rises above the line. If the placement energy follows the well, the bond is occupied more often and half of the exponent is cancelled. The factors then become about 0.91, 0.91 and 0.6. These figures keep the tilt linear in $G$. If it grows instead as $\sqrt G$, like the elastic force on the tip bond, with the same slope at $G_r$, then $t=2\alpha G_r(\sqrt{G/G_r}-1)/N$. Even without the quadratic term, this multiplies the straight-line speed by 0.61 at 1 J/m², 0.71 at 2 J/m² and 0.013 at 0.31 J/m². A line fixed at 1.5 J/m² is therefore good to about a factor of 2 between 1 and 2 J/m², but near threshold it can overstate the speed by orders of magnitude.

**Q:** Water also condenses in narrow gaps. Does liquid at the tip spoil the argument?

**A:** Liquid in equilibrium with the vapour has the same chemical potential, so the reaction term $kT\ln H$ is unchanged. The liquid does pull the faces together. Its suction is $p_c=kT\ln(1/H)/v_m$, with $v_m$ the volume per molecule. Filling a gap of width $d$ costs $p_cd$ per area. For fully wetting walls it gains $2\gamma_w$, with $\gamma_w$ the surface tension of water. Equality gives

$$d=\frac{2\gamma_wv_m}{kT\ln(1/H)}\approx1.5\ \text{nm at 50 \%}.$$

Opening the crack to $d$ against this suction takes work $p_cd=2\gamma_w=0.144$ J/m², which is lost to the tip. At $G=1$ J/m² this slows the crack by up to a factor of 4, reached if the barrier feels the whole loss and none of the gain from wetting. With $w_0$ held fixed, the threshold does not move: $w_0$ is the cost of faces that end up in vapour, and wetting the fresh faces first gains the same $2\gamma_w$ that opening them then takes. These figures assume full wetting, equilibrium and bulk liquid properties in a nanometre gap. Poorly wetted walls would feel less closure. Well wetted walls also keep an adsorbed film in the vapour, which makes $w_0$, and so the threshold, depend on humidity.

The supply plateau is less secure. I computed it for vapour molecules striking the tip bond. But a crack narrows towards its tip, so with wetting walls in equilibrium at 50 % humidity, some condensed water is likely there. Uptake and loss then have other rates, although equilibrium still fixes their ratio. The height of the plateau, its proportionality to humidity and the position of the bend may then all change.

**Q:** Are you sure that dry rupture does not contribute in the window?

**A:** One can bound it. A barrier cannot be lower than the uphill free energy it leads to, so with the same type of prefactor

$$v_{\rm dry}\le a\,\frac{kT}{h_P}\exp\left[-\frac{w_{\rm dry}-G/N}{kT}\right].$$

At 2 J/m² the bound is $4\times10^{-31}$ m/s, against a wet speed of $9\times10^{-8}$ m/s even at 1 % humidity. At 3 J/m² it is $5\times10^{-10}$ m/s, still below the wet $5\times10^{-6}$ m/s at 1 %. Above about 3.2 J/m² the bound exceeds that wet speed, so near the top of the window it no longer excludes dry rupture. The bound assumes that the dry faces do not rearrange into a state of lower energy. Such rearrangement would reduce $w_{\rm dry}$ and narrow the window.

**Q:** And a humid reliability test at 85 °C and 85 %?

**A:** At a fixed 1 J/m², the model gives $7.6\times10^{-8}$ m/s, about 270 times the speed at 25 °C and 50 %. Humidity supplies a factor $0.85/0.50=1.7$; most of the rest is thermal activation. At fixed relative humidity, and apart from the weak factor $T$ in the prefactor, the effective activation energy in slow growth is

$$B_0+g_a-\frac{\alpha G}{N}=0.90+0.10-0.25=0.75\ \text{eV}.$$

It falls as $G$ rises, so one acceleration factor does not serve all loads. I have also kept the free energies and $G$ fixed on heating. In a chip, thermal mismatch changes $G$ as well.

**Q:** How close is all this to a real interconnect stack?

**A:** The range of a few J/m² is typical, roughly, of brittle organosilicate films. The bond density, $\alpha$ and energies are round choices, not fits to a particular film, so the speeds show the mechanism and its scale. Real stacks break the single-row assumption, since a front may advance at few active sites. If that cuts the prefactor tenfold, the slow-growth speed falls tenfold. Well above threshold, lowering $G$ by 0.24 J/m² does the same. Plastic flow in nearby metal therefore slows the crack about as much there if it takes 0.24 J/m² away from the tip. But such a loss also raises the applied $G$ at which the crack stops, which a smaller prefactor does not. Pores can bring water by another route. If that water is in equilibrium with the vapour in the crack, it alters the plateau and the bend but not slow growth. The numerical output below lists the inputs and speeds.

## Numbers as computed

```
Temperature: 298.15 K; kT = 0.02569 eV
Bond density N: 5.0 per nm2; advance a = 0.447 nm
alpha: 0.2; barrier extrapolated to G=0: 0.90 eV
Water placement g_a: 0.10 eV; hydrolysis w0: 0.30 eV
Dry separation w_dry: 4.50 eV; transmission: 0.05
Saturation pressure: 23.8 Torr
N kT: 0.02058 J/m2
G per decade of speed: 0.237 J/m2
Energy per bond at G=1 J/m2: 1.248 eV
Dry threshold G_dry: 3.605 J/m2
Wet threshold at 1 % humidity: 0.3351 J/m2
Wet threshold at 10 % humidity: 0.2877 J/m2
Wet threshold at 50 % humidity: 0.2546 J/m2
Wet threshold at 100 % humidity: 0.2403 J/m2
Rate at G=1.5 J/m2, 50 %, uptake ka*H: 5.704e+05 1/s
Rate at G=1.5 J/m2, 50 %, loss kd: 5.592e+07 1/s
Rate at G=1.5 J/m2, 50 %, breaking kr: 8.134e+03 1/s
Rate at G=1.5 J/m2, 50 %, re-forming kb: 4.365e-25 1/s
Crack speed (m/s) at humidity 1 %, 10 %, 50 %:
  G=0.5 J/m2: 4.47e-14  4.46e-13  2.21e-12
  G=1.0 J/m2: 5.76e-12  5.75e-11  2.85e-10
  G=1.5 J/m2: 7.42e-10  7.41e-09  3.67e-08
  G=2.0 J/m2: 9.38e-08  9.37e-07  4.65e-06
  G=2.5 J/m2: 3.61e-06  3.61e-05  1.80e-04
  G=3.0 J/m2: 5.09e-06  5.09e-05  2.54e-04
Supply plateau at 50 %: 2.551e-04 m/s
G where kr = kd: 2.409 J/m2
Humidity order at G=1.5 J/m2: 0.990
Humidity order on plateau: 1.000
Humidity order, fixed excess G, alpha=0.2: 0.795
Humidity order, fixed excess G, alpha=0.5: 0.495
Speed ratio G=2 to G=1, 50 %: 1.630e+04
Same ratio with alpha=0: 1.0000
Time for 100 um at G=0.5 J/m2, 50 %: 1.26e+04 h
Time for 100 um at G=1.0 J/m2, 50 %: 97.4 h
Time for 100 um at G=1.5 J/m2, 50 %: 0.756 h
Apparent threshold at 1e-11 m/s, 50 %: 0.655 J/m2
Speed for 100 um in 10 years: 3.17e-13 m/s
G allowing 10 years, 50 %: 0.308 J/m2
Neglected: dry rupture bound at G=2 J/m2: 3.8e-31 m/s
Neglected: dry rupture bound at G=3 J/m2: 4.8e-10 m/s
Neglected: barrier curvature, speed factor at G=0.31 J/m2: 0.356
Neglected: barrier curvature, speed factor at G=1.00 J/m2: 0.829
Neglected: barrier curvature, speed factor at G=2.00 J/m2: 0.821
Neglected: capillary gap at 50 %: 1.51 nm
Neglected: capillary closure, up to 0.144 J/m2
  slowing at G=1 J/m2 by up to a factor 4.05
Speed factor for 0.05 eV barrier error: 7.00
Speed at G=1 J/m2, 85 C, 85 %: 7.59e-08 m/s
  ratio to 25 C, 50 %: 266
Largest relative error, chain against speed law: 1.8e-09
```
